# The Screening Angle of a Thomas-Fermi Atom from the Eikonal Phase, part 2

A fast electron (\(\sigma=+1\)) or positron (\(\sigma=-1\)) of momentum \(p\) and speed \(v=\beta c\) scatters through a small angle \(\theta\) from a neutral atom of nuclear charge \(Z\). We seek the dependence of the screening angle \(\chi_a\) on \(\eta=Z/v=Z\alpha/\beta\), to test the interpolation

\[
\chi_a^2\simeq\chi_0^2\,(1.13+3.76\,\eta^2). \tag{2}
\]

Hartree atomic units (\(\hbar=m_e=e=1\), \(c=1/\alpha\)) and radians are used. The potential energy is \(V=-\sigma Z\phi(r/a)/r\), with \(\phi\) the Thomas-Fermi (TF) function or Molière's three-exponential fit to it. The Thomas-Fermi radius is \(a=\frac12(3\pi/4)^{2/3}Z^{-1/3}\); \(\chi_0=1/(pa)\) and \(y=\theta/\chi_0\).

The ratio \(R(y)\) of the cross section to Rutherford's tends to 1 at large \(y\) and defines \(\chi_a\):

\[
\int_0^Y R(y)\,\frac{dy}{y}=\ln\frac{Y\chi_0}{\chi_a}-\frac12
\qquad (Y\to\infty), \tag{1}
\]

With \(b,z,r\) in units of \(a\), the eikonal phase is

\[
\delta(b)=-\frac1v\int_{-\infty}^{\infty}V\,dz=2\sigma\eta K(b),
\qquad
K(b)=\int_0^\infty\frac{\phi(r)}{r}\,dz,\quad r=\sqrt{b^2+z^2}. \tag{6}
\]

At \(b_{\rm ph}=ab\), the neglected gradient and \(V^2\) terms give phases of order \(2\eta^2/(pb_{\rm ph})\) and \(\eta^2\beta^2/(pb_{\rm ph})\); the spin term is of relative order \(1/(pb_{\rm ph})\) at most.

Here \(G=-b\,dK/db\), \(0\le G\le1\), and \(K=-\ln b+\kappa+\varepsilon(b)\), with \(\kappa\) constant and \(\varepsilon\to0\) as \(b\to0\). The amplitude \(F\) gives \(d\sigma=a^2|F|^2d^2y\) and \(R=|A|^2\):

\[
F=\frac iy\int_0^\infty bJ_1(yb)\,i\delta'e^{i\delta}\,db
=\frac{2\sigma\eta}{y^2}A(y),\qquad
A(y)=y\int_0^\infty J_1(yb)\,G(b)\,e^{i\delta(b)}\,db . \tag{10}
\]

In Born approximation \(R=R_B\) and \(\chi_{aB}=\sqrt C\,\chi_0\), with \(C=1.172\) (fit) or \(1.198\) (TF). With \(G_Y=bK_1(b)\) (\(J_n\), \(K_1\) are Bessel functions),

\[
\frac12\ln C=-\int_0^\infty\left[G^2(b)-G_Y^2(b)\right]\frac{db}{b}. \tag{14}
\]

For a fixed transverse vector \(\mathbf x\), \(x=|\mathbf x|\), and \(\Delta=\delta(\mathbf b+\mathbf x)-\delta(\mathbf b)\),

\[
\int d^2y\,|F|^2\,[1-J_0(yx)]=\int d^2b\,(1-\cos\Delta). \tag{17}
\]

Subtracting the Born terms gives

\[
8\pi\eta^2\int_0^\infty\frac{dy}{y^3}(R-R_B)\,[1-J_0(yx)]
=\int d^2b\left[1-\cos\Delta-\tfrac12\Delta^2\right]. \tag{18}
\]

For \(x\to0\), the left side becomes

\[
8\pi\eta^2\,\frac{x^2}{4}\int_0^\infty(R-R_B)\frac{dy}{y}
=2\pi\eta^2x^2\ln\frac{\chi_{aB}}{\chi_a}. \tag{19}
\]

The right side is evaluated next.

## Why the atomic size drops out

The integrand on the right of (18) lies between \(-\Delta^4/24\) and 0. For \(b\ge2x\) the bound \(|\nabla\delta|=2\eta G/b\le2\eta/b\), applied along the segment from \(\mathbf b\) to \(\mathbf b+\mathbf x\), gives \(|\Delta|\le2\eta x/(b-x)\le4\eta x/b\). The region \(b>\sqrt x\) therefore contributes at most

\[
\frac{(4\eta x)^4}{24}\int_{\sqrt x}^\infty\frac{2\pi b\,db}{b^4}
=\frac{(4\eta x)^4}{24}\,\frac{\pi}{x}\propto x^3 ,
\]

which is negligible against \(x^2\).

In the remaining region \(b\le\sqrt x\to0\) the phase has its Coulomb form. The constant \(\kappa\) cancels in \(\Delta\) and \(\varepsilon\) tends to zero, so that \(\Delta\to-2\sigma\eta\ln(|\mathbf b+\mathbf x|/b)\). Reflect \(\mathbf b\to-\mathbf b\) and measure \(b\) in units of \(x\), with \(\mathbf n=\mathbf x/x\). The right side of (18) becomes \(x^2D(\eta)\), where

\[
D(\eta)=\int d^2b\left[1-\cos(2\eta L)-2\eta^2L^2\right],\qquad
L=\ln\frac{|\mathbf b-\mathbf n|}{|\mathbf b|}. \tag{20}
\]

The integral converges. At large \(b\) the integrand falls as \(L^4\sim b^{-4}\), and at \(\mathbf b=0\) and \(\mathbf b=\mathbf n\) it has logarithmic singularities, which are integrable.

No property of the atom is left in (20). A more extended or a more compact screening function changes the Born part of (17), which has been subtracted, but not the leading term of the remainder. The argument used the Coulomb form at short distance, a bounded \(G\), and a sufficiently fast decay at large distance. Comparing with (19),

\[
\ln\frac{\chi_{aB}}{\chi_a}=\frac{D(\eta)}{2\pi\eta^2}. \tag{21}
\]

## The Coulomb integral

The integrand of (20) depends on position through \(L\) alone. Set \(g(l)=1-\cos(2\eta l)-2\eta^2l^2\), which is even and vanishes at \(l=0\). The reflection \(\mathbf b\to\mathbf n-\mathbf b\) exchanges \(L\) and \(-L\), so \(D\) is twice the integral over the region \(L>0\). There write \(g(L)=\int_0^Lg'(l)\,dl\) and exchange the order of integration:

\[
D=2\int_0^\infty g'(l)\,S(l)\,dl,\qquad S(l)=\text{area of the region }L>l .
\]

With \(k=e^l\), the condition \(L>l\) reads \(b^2-2\mathbf b\cdot\mathbf n+1>k^2b^2\), or

\[
\left|\mathbf b+\frac{\mathbf n}{k^2-1}\right|^2
<\frac1{k^2-1}+\frac1{(k^2-1)^2}=\frac{k^2}{(k^2-1)^2}.
\]

This is the interior of an Apollonius circle with radius \(k/(k^2-1)=1/(2\sinh l)\), so \(S=\pi/(4\sinh^2l)\). The exchange of integrations was allowed, since \(g'\) is of order \(l^3\) at small \(l\) and \(S\) falls exponentially at large \(l\).

With \(g'(l)=2\eta\sin(2\eta l)-4\eta^2l\),

\[
D=\pi\eta\int_0^\infty\frac{\sin(2\eta l)-2\eta l}{\sinh^2l}\,dl .
\]

Integrate by parts, using \(1/\sinh^2l=-\frac{d}{dl}(\coth l-1)\). The boundary term vanishes at \(l=0\), where the numerator is of order \(l^3\) and \(\coth l\) of order \(1/l\), and at infinity, where \(\coth l-1\) is exponentially small. The derivative of the numerator is \(-2\eta[1-\cos(2\eta l)]\), so

\[
D=-2\pi\eta^2\int_0^\infty(\coth l-1)\,[1-\cos(2\eta l)]\,dl .
\]

Now expand \(\coth l-1=2\sum_{n\ge1}e^{-2nl}\). Each term gives

\[
2\int_0^\infty e^{-2nl}[1-\cos(2\eta l)]\,dl
=2\left[\frac1{2n}-\frac{2n}{4n^2+4\eta^2}\right]
=\frac1n-\frac n{n^2+\eta^2}=\frac{\eta^2}{n(n^2+\eta^2)} .
\]

Hence \(D=-2\pi\eta^2f(\eta)\) with

\[
f(\eta)=\eta^2\sum_{n=1}^\infty\frac1{n(n^2+\eta^2)}
=\mathrm{Re}\,\psi(1+i\eta)+\gamma . \tag{22}
\]

The second form follows from the series \(\psi(1+w)=-\gamma+\sum_n[1/n-1/(n+w)]\) of the digamma function at \(w=i\eta\), because the real part of \(1/(n+i\eta)\) is \(n/(n^2+\eta^2)\). Here \(\gamma\) is Euler's constant. A two-dimensional quadrature of (20) gives \(D(0.6)=-0.753271\) and \(D(2)=-32.466656\), in agreement with \(-2\pi\eta^2f\) to all printed digits.

## The screening angle

Equation (21) now reads \(\ln(\chi_a/\chi_{aB})=f(\eta)\), and therefore

\[
\boxed{\;\chi_a^2=C\,\chi_0^2\,e^{2f(\eta)}\;} \tag{23}
\]

Within the eikonal approximation this holds for any coupling strength \(\eta\). The screening function enters through the Born constant \(C\), and the coupling enters through a universal factor. Since \(f>0\) for \(\eta\neq0\), the screening angle is larger than its Born value for attraction and repulsion alike.

In weak coupling the terms of (22) reduce to \(\eta^2/n^3\), and \(f\simeq\zeta(3)\eta^2\). Hence

\[
\frac{\chi_a^2}{\chi_0^2}\simeq C\left[1+2\zeta(3)\,\eta^2\right]\qquad(\eta\ll1).
\]

In strong coupling, cut the sum in (22) at a large \(M\) and write its terms as \(1/n-n/(n^2+\eta^2)\). The first part gives \(\ln M+\gamma\). The second is a sum over a smooth function of \(n\) that vanishes at \(n=0\) with slope \(1/\eta^2\). By the Euler-Maclaurin formula, replacing that sum by an integral from 0 to \(M\) costs an error of order \(1/\eta^2\) and gives \(\tfrac12\ln[(M^2+\eta^2)/\eta^2]\). For \(M\to\infty\),

\[
f(\eta)=\ln\eta+\gamma+O(1/\eta^2),\qquad
\frac{\chi_a^2}{\chi_0^2}\simeq C\,e^{2\gamma}\eta^2\qquad(\eta\gg1).
\]

The strong-coupling angle is proportional to \(\eta\chi_0=Z/(pva)\). If \(\hbar\) is restored, \(\eta=Ze^2/(\hbar v)\) in Gaussian units and \(\chi_0=\hbar/(pa)\), so that \(\hbar\) cancels in the product. The angle is then set by the classical deflection at an impact parameter of atomic size, while in weak coupling it is set by diffraction. Equation (23) connects the two regimes.

## Testing the interpolation formula

The interpolation (2) has the right general shape, a constant plus a term that grows as \(\eta^2\). A form of this kind can match the value of (23) at \(\eta=0\) and its growth at large \(\eta\), but its single coefficient of \(\eta^2\) cannot then also match the slope in weak coupling. In (23) the coefficient of \(\eta^2\) changes from \(2\zeta(3)C\) in weak coupling to \(Ce^{2\gamma}\) in strong coupling. For the three-exponential fit these are 2.82 and 3.72, and for the Thomas-Fermi function 2.88 and 3.80. The value 3.76 lies between the two strong-coupling coefficients and is well above both weak-coupling ones.

The formula (23) was itself tested by computing \(\chi_a\) from its definition. The amplitude (10) was integrated numerically for both screening functions, and \(R\) was inserted in (1). The values of \(\chi_a^2/\chi_0^2\) are:

| \(\eta\) | fit, (23) | TF, direct | TF, (23) | (2) |
|---|---|---|---|---|
| 0 | 1.172 | 1.198 | 1.198 | 1.130 |
| 0.1 | 1.200 | 1.227 | 1.227 | 1.168 |
| 0.598 | 2.275 | 2.325 | 2.325 | 2.476 |
| 1 | 4.492 | 4.589 | 4.591 | 4.890 |
| 2 | 15.52 | 15.85 | 15.86 | 16.17 |

The direct values agree with (23) within the 0.2 % demanded by the test. The largest difference occurs for the fit at \(\eta=2\), where the direct value is 15.49 and the formula gives 15.52. The direct calculation stops at \(y=200\), where \(|R-1|\) is still as large as 0.014 in the worst case, and it estimates the remaining tail by a single power law. This estimate causes the difference. For the fit, \(1-G\) contains a term \(b^2\ln b\), so at this coupling \(R-1\) falls more slowly than the assumed \(y^{-2}\) and the tail is underestimated. Continuing the integration to \(y=8000\) gives 15.52. The Thomas-Fermi entry 15.85 at \(\eta=2\) is limited in the same way: near \(y=200\) the quantity \(R-1\) still falls more slowly than \(y^{-3/2}\), and continuing to \(y=4000\) gives 15.86.

Relative to (23), the error of the interpolation in \(\chi_a^2\) behaves as follows.

- Against the three-exponential fit it is \(-3.6\) % at \(\eta=0\), passes through zero at \(\eta=0.216\), reaches \(+9.6\) % near \(\eta=0.77\), and tends to \(+1.15\) % in strong coupling.
- Against the Thomas-Fermi function it is \(-5.6\) % at \(\eta=0\), reaches \(+7.3\) % near the same \(\eta\), and tends to \(-1.0\) %.

The maxima were found by a scan over \(0\le\eta\le20\). They lie at the same \(\eta\) because the two references differ by a constant factor. The negative error at \(\eta=0\) comes from the constant 1.13. The positive error at intermediate coupling arises because a coefficient suited to strong coupling is used where the growth is still slower.

The interpolation is thus good to about 10 % in \(\chi_a^2\), or 5 % in \(\chi_a\), over the scanned range. The eikonal phase does not imply it, and (23) is as easy to evaluate.

## Consequence for the mean square deflection

In a thin layer the mean square scattering angle per atom and unit area is governed by \(\int\theta^2d\sigma\), taken up to some largest angle \(\theta_m\). From \(d\sigma=a^2(4\eta^2R/y^4)\,2\pi y\,dy\) and \(\theta=\chi_0y\),

\[
\int_{\theta<\theta_m}\theta^2\,d\sigma
=8\pi\eta^2a^2\chi_0^2\int_0^{\theta_m/\chi_0}R\,\frac{dy}{y}
\simeq\frac{8\pi\eta^2}{p^2}\left[\ln\frac{\theta_m}{\chi_a}-\frac12\right] \tag{24}
\]

for \(\theta_m\gg\chi_a\). The screening angle enters through a logarithm, so a relative error in \(\chi_a\) is divided by the size of the bracket.

## Worked example: an electron passing a lead atom

Lead has \(Z=82\), so a fast electron is far from the Born regime. Take \(p=200\,m_ec=27407\) a.u., for which \(\beta=0.99999\). Then \(\eta=Z\alpha/\beta=0.5984\) and \(f(\eta)=0.3316\). The Thomas-Fermi radius is \(a=0.2038\) bohr, and

\[
\chi_0=\frac1{27407\times0.2038}=1.790\times10^{-4}\ \text{rad}.
\]

With the Thomas-Fermi value \(C=1.1976\), the Born screening angle is

\[
\chi_{aB}=\sqrt{1.1976}\;\chi_0=1.959\times10^{-4}\ \text{rad},
\]

and the eikonal result is

\[
\chi_a=\chi_{aB}\,e^{0.3316}=2.730\times10^{-4}\ \text{rad}=0.0156^\circ .
\]

The Born value is 28 % too small relative to this. The interpolation gives \(\sqrt{2.476}\,\chi_0=2.818\times10^{-4}\) rad, which is 3.2 % too large.

Now let \(\theta_m=0.02\) rad, which is \(111.7\,\chi_0\). The bracket in (24) is

\[
\ln\frac{0.02}{2.730\times10^{-4}}-\frac12=3.794 .
\]

Direct integration of \(R\) up to the same angle gives 3.799. The small difference is the part of the asymptotic form (1) not yet reached at this \(\theta_m\). With \(8\pi\eta^2/p^2=1.198\times10^{-8}\) bohr²,

\[
\int_{\theta<\theta_m}\theta^2d\sigma
=1.198\times10^{-8}\times3.794=4.55\times10^{-8}\ \text{bohr}^2 .
\]

The Born angle would make the bracket 4.126 and the result 8.7 % too large. The interpolation makes it 3.762 and the result 0.8 % too small. For this purpose the Coulomb correction matters, while the fault of the interpolation is minor.

## Where the result fails

The eikonal approximation requires small angles. In the example the estimates given after (6), with \(b_{\rm ph}\sim1/(p\theta)\), amount to phases of order \(\eta^2\theta\) from the gradient and \(V^2\) terms and of order \(\eta\theta\) from the spin term. Both are about 0.01 at \(\theta_m\) and much less near \(\chi_a\).

The nucleus was taken as a point. The largest momentum transfer in the example is \(p\theta_m=548\) a.u., which probes distances near \(2\times10^{-3}\) bohr. A heavy nucleus has a radius of roughly \(10^{-4}\) bohr, so its size is not resolved. At angles more than ten times larger it would be, and the point-nucleus result \(R\to1\) would no longer apply.

The atom was treated as frozen. Collisions that excite or ionize it are left out. At large momentum transfer the \(Z\) electrons scatter independently with unit charge, and they add a part of order \(Z\) to a nuclear part of order \(Z^2\). For lead the ratio \(1/Z\) is 1.2 %, somewhat more than the 0.8 % error that the interpolation causes in (24).

Finally, \(C\) belongs to a model of the atom. The Thomas-Fermi function and its three-exponential fit already differ by 2 % in \(C\), and neither contains the shell structure of a real atom. A self-consistent nonrelativistic local-density charge density of lead gives \(C=1.25\), 4 % above the Thomas-Fermi value. It raises \(\chi_a\) in the example by 2 %, to \(2.79\times10^{-4}\) rad. Measured against it, the interpolation is 1.0 % too large in \(\chi_a\) and 0.3 % too small in (24). The figures 3.2 % and 0.8 % of the example thus refer to the Thomas-Fermi model, not to the real atom. The factor \(e^{2f}\) does not depend on that choice. With a better static charge density, (14) supplies a new \(C\) and (23) remains as it stands.

## Numbers as computed

```
TF initial slope phi'(0) = -1.588071
TF identity: integral = 1.134336, -5/7 phi'(0) = 1.134336
Born constant C, three-exponential fit = 1.1718
Born constant C, Thomas-Fermi function = 1.1976
D(0.6) by quadrature = -0.753271, -2 pi eta^2 f = -0.753271
D(2.0) by quadrature = -32.466656, -2 pi eta^2 f = -32.466656
chi_a^2/chi_0^2: eta, f, fit direct, fit formula, TF direct, TF formula, interpolation
  0.0000 -0.00000 1.1718 1.1718 1.1978 1.1976 1.1300
  0.1000 0.01192 1.2001 1.2001 1.2266 1.2265 1.1676
  0.5984 0.33163 2.2743 2.2746 2.3249 2.3247 2.4763
  1.0000 0.67187 4.4899 4.4919 4.5888 4.5908 4.8900
  2.0000 1.29181 15.4928 15.5206 15.8458 15.8620 16.1700
largest |R-1| at y = 200: 0.01400
weak coupling, coefficient of eta^2: fit 2.8172, TF 2.8791
strong coupling, coefficient of eta^2: fit 3.7173, TF 3.7990
interpolation error in chi_a^2 against fit: eta=0 -3.57 %, max 9.64 % at eta = 0.769, eta->inf 1.15 %
interpolation error in chi_a^2 against TF: eta=0 -5.64 %, max 7.28 % at eta = 0.769, eta->inf -1.03 %
interpolation exact for the fit at eta = 0.2156
Pb: Z = 82, p = 27407.20 a.u. (200 m_e c), beta = 0.9999875
Pb: eta = 0.59839, f(eta) = 0.33163
Pb: a = 0.20379 bohr, chi_0 = 1.79045e-04 rad
Pb: chi_a Born (TF) = 1.95937e-04 rad
Pb: chi_a eikonal (TF) = 2.72987e-04 rad = 0.01564 deg
Pb: chi_a interpolation = 2.81753e-04 rad
theta_m = 0.02 rad, theta_m/chi_0 = 111.70
ln(theta_m/chi_a) - 1/2: Born 4.1257, eikonal 3.7941, interpolation 3.7625
same logarithm by direct integration of R = 3.7985
8 pi eta^2/p^2 = 1.19806e-08 bohr^2
integral theta^2 dsigma, eikonal = 4.54553e-08 bohr^2
its error from Born angle = 8.74 %, from interpolation = -0.83 %
```
